# Staggered fermions from naive ones, and their four tastes on hypercubes: a numerical check

```python
"""
Result under test: naive lattice fermions in four Euclidean dimensions become
four copies of a one-component (staggered) fermion under psi(x) = Gamma(x) chi(x),
Gamma(x) = g1^x1 g2^x2 g3^x3 g4^x4, with phases eta_mu(x) = (-1)^(x1+..+x_{mu-1}).
One free copy, blocked on 2^4 hypercubes (x = 2y + A, step b = 2a), is
  D = sum_mu [ (g_mu x 1) nabla_mu - a (g5 x t5 t_mu) Delta_mu ] + m,
t_mu = g_mu^T, t5 = g5^T; first tensor factor is spin, second is taste.
nabla, Delta: central first and second differences with step b.
The second term is of order a, yet the free spectrum is taste degenerate.
Units: hbar = c = 1; energies in units of the mass m, lengths in 1/m, except
on the 4^4 lattice, where eigenvalues are in units of 1/a.
"""
import itertools
import numpy as np
from scipy import linalg, sparse

rng = np.random.default_rng(7)
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
one4 = np.eye(4)
gamma = [np.kron(pauli[1], s) for s in pauli] + [np.kron(pauli[0], np.eye(2))]
gamma5 = gamma[0] @ gamma[1] @ gamma[2] @ gamma[3]
taste = [g.T for g in gamma]
taste5 = gamma5.T
for i in range(4):
    for j in range(4):
        anti = gamma[i] @ gamma[j] + gamma[j] @ gamma[i]
        assert np.allclose(anti, 2 * (i == j) * one4)


def gamma_product(x):
    out = one4.astype(complex)
    for mu in range(4):
        out = out @ np.linalg.matrix_power(gamma[mu], int(x[mu]) % 2)
    return out


def eta(mu, x):
    return (-1) ** (int(sum(x[:mu])) % 2)


# ---- spin diagonalization on a periodic 4^4 lattice, spacing 1 ----
L = 4
sites = np.array(list(itertools.product(range(L), repeat=4)))
V = len(sites)
forward = []
for mu in range(4):
    moved = sites.copy()
    moved[:, mu] = (moved[:, mu] + 1) % L
    forward.append(np.ravel_multi_index(moved.T, (L,) * 4))

for x in sites:
    for mu in range(4):
        for step in (1, -1):
            nb = x.copy()
            nb[mu] += step
            m_rot = gamma_product(x).conj().T @ gamma[mu] @ gamma_product(nb)
            assert np.allclose(m_rot, eta(mu, x) * one4)


def differences(links):
    """Half of forward minus backward covariant hop, for each direction."""
    n = links.shape[-1]
    out = []
    for mu in range(4):
        hop = np.zeros((V, n, V, n), complex)
        hop[np.arange(V), :, forward[mu], :] = links[mu]
        hop = hop.reshape(V * n, V * n)
        out.append(sparse.csr_matrix((hop - hop.conj().T) / 2))
    return out


def naive_operator(links):
    return sum(sparse.kron(d, gamma[mu], format="csr")
               for mu, d in enumerate(differences(links)))


def staggered_operator(links):
    n = links.shape[-1]
    total = 0
    for mu, d in enumerate(differences(links)):
        phases = np.repeat([eta(mu, x) for x in sites], n).astype(float)
        total = total + sparse.diags(phases) @ d
    return total.tocsr()


raw = rng.normal(size=(4, V, 3, 3)) + 1j * rng.normal(size=(4, V, 3, 3))
left, _, right = np.linalg.svd(raw)
colour_links = left @ right
rotation = sparse.block_diag([np.kron(np.eye(3), gamma_product(x))
                              for x in sites], format="csr")
rotated = rotation.conj().T @ naive_operator(colour_links) @ rotation
copies = sparse.kron(staggered_operator(colour_links), one4, format="csr")
diag_error = abs(rotated - copies).max()
assert diag_error < 1e-12

unit_links = np.ones((4, V, 1, 1), complex)
naive_levels = np.linalg.eigvalsh(1j * naive_operator(unit_links).toarray())
stag_levels = np.linalg.eigvalsh(1j * staggered_operator(unit_links).toarray())
naive_zeros = int(np.sum(abs(naive_levels) < 1e-9))
stag_zeros = int(np.sum(abs(stag_levels) < 1e-9))
assert naive_zeros == 16 * 4 and stag_zeros == 4 * 4

# ---- free taste degeneracy, and its lifting by fluctuating links ----
twist = np.array([0.11, 0.17, 0.23, 0.31])
twisted = np.exp(1j * twist)[:, None, None, None] * unit_links
noise_width = 0.2
noise = rng.uniform(-noise_width, noise_width, size=(4, V, 1, 1))


def positive_levels(links):
    ev = np.linalg.eigvalsh(1j * staggered_operator(links).toarray())
    assert np.allclose(ev, -ev[::-1], atol=1e-11)
    return ev[V // 2:]


free_levels = positive_levels(twisted)
expected = []
for n in itertools.product(range(2), repeat=4):
    k = 2 * np.pi * np.array(n) / L + twist
    expected += [np.sqrt(np.sum(np.sin(k) ** 2))] * 8
assert np.allclose(free_levels, np.sort(expected), atol=1e-11)
noisy_levels = positive_levels(twisted * np.exp(1j * noise))
free_spread = np.ptp(free_levels.reshape(-1, 4), axis=1)
noisy_spread = np.ptp(noisy_levels.reshape(-1, 4), axis=1)
assert free_spread.max() < 1e-11 and noisy_spread.min() > 1e-4

# ---- hypercube basis in position space, random fields on 6^4 sites ----
corners = list(itertools.product(range(2), repeat=4))
corner_gamma = [gamma_product(A) for A in corners]
N = 6
a_test, m_test = 0.3, 0.7
b_test = 2 * a_test
coords = np.indices((N,) * 4)
chi = rng.normal(size=(N,) * 4) + 1j * rng.normal(size=(N,) * 4)
chibar = rng.normal(size=(N,) * 4) + 1j * rng.normal(size=(N,) * 4)


def block(field, dagger=False):
    total = 0
    for A, G in zip(corners, corner_gamma):
        part = field[A[0]::2, A[1]::2, A[2]::2, A[3]::2]
        total = total + part[..., None, None] * (G.conj().T if dagger else G)
    return total / 8


d_chi = m_test * chi
for mu in range(4):
    sign = (-1.0) ** coords[:mu].sum(axis=0)
    diff = np.roll(chi, -1, axis=mu) - np.roll(chi, 1, axis=mu)
    d_chi = d_chi + sign * diff / (2 * a_test)
Psi, Psibar = block(chi), block(chibar, dagger=True)
singlet_part, breaking_part = m_test * Psi, 0
for mu in range(4):
    up, down = np.roll(Psi, -1, axis=mu), np.roll(Psi, 1, axis=mu)
    singlet_part = singlet_part + gamma[mu] @ (up - down) / (2 * b_test)
    second = (up - 2 * Psi + down) / b_test ** 2
    breaking_part = breaking_part - a_test * (
        gamma5 @ second @ gamma[mu] @ gamma5)
d_Psi = singlet_part + breaking_part
block_error = abs(block(d_chi) - d_Psi).max()
assert block_error < 1e-12
assert abs(block(d_chi) - singlet_part).max() > 0.1
action_sites = a_test ** 4 * np.sum(chibar * d_chi)
block_traces = np.einsum("...ij,...ji->...", Psibar, d_Psi)
action_blocks = b_test ** 4 * np.sum(block_traces)
assert abs(action_sites - action_blocks) < 1e-11 * max(1, abs(action_sites))

# ---- momentum space: 16 x 16 corner matrix straight from the hops ----
to_taste = np.array([G.reshape(16) for G in corner_gamma]).T / 2
assert np.allclose(to_taste @ to_taste.conj().T, np.eye(16))


def corner_matrix(z, a, m):
    """z[mu] is the factor gained by the field from block y to y + mu."""
    M = m * np.eye(16, dtype=complex)
    for row, A in enumerate(corners):
        for mu in range(4):
            B = list(A)
            B[mu] = 1 - A[mu]
            col = corners.index(tuple(B))
            ahead = z[mu] if A[mu] else 1
            behind = 1 if A[mu] else 1 / z[mu]
            M[row, col] += eta(mu, A) * (ahead - behind) / (2 * a)
    return M


def rotate(M):
    return to_taste @ M @ to_taste.conj().T


def split_taste(M):
    spin = np.einsum("aibi->ab", M.reshape(4, 4, 4, 4)) / 4
    singlet = np.kron(spin, one4)
    return singlet, M - singlet


for mu in range(4):
    signs = np.diag([(-1.0) ** A[mu] for A in corners])
    assert np.allclose(rotate(signs),
                       np.kron(gamma5 @ gamma[mu], taste5 @ taste[mu]))
epsilon = np.diag([(-1.0) ** sum(A) for A in corners])
chiral = np.kron(gamma5, taste5)
assert np.allclose(rotate(epsilon), chiral)
singlet_chiral = np.kron(gamma5, one4)


def euclidean_energy(p, a, m):
    """Decay rates per unit Euclidean time from a quadratic eigenproblem."""
    b = 2 * a
    z = list(np.exp(1j * np.array(p) * b))
    at1, atm1, ati = [corner_matrix(z + [w], a, m) for w in (1, -1, 1j)]
    M0 = (at1 + atm1) / 2
    plus_sum, plus_diff = at1 - M0, (ati - M0) / 1j
    Mp, Mm = (plus_sum + plus_diff) / 2, (plus_sum - plus_diff) / 2
    zero, one = np.zeros((16, 16)), np.eye(16)
    lhs = np.block([[zero, one], [-Mm, -M0]])
    rhs = np.block([[one, zero], [zero, Mp]])
    alpha, beta = linalg.eigvals(lhs, rhs, homogeneous_eigvals=True)
    keep = (abs(alpha) > 0.02 * abs(beta)) & (abs(alpha) < abs(beta))
    return -np.log(alpha[keep] / beta[keep]) / b


mass = 1.0
k = np.array([0.6, 0.3, -0.4, 0.5])
p = k[:3]
E0 = np.sqrt(mass ** 2 + p @ p)
k_abs = np.sqrt(k @ k)
quartic = np.sqrt(np.sum(k ** 4))
energy_slope = -(E0 ** 4 + np.sum(p ** 4)) / (6 * E0)
eigen_slope = -np.sum(k ** 4) / (6 * k_abs)
rows = []
for a in (0.4, 0.2, 0.1, 0.05):
    b = 2 * a
    M = corner_matrix(np.exp(1j * k * b), a, 0.0)
    T = rotate(M)
    formula = sum(1j * np.kron(gamma[mu], one4) * np.sin(k[mu] * b) / b
                  + np.kron(gamma5, taste5 @ taste[mu])
                  * (1 - np.cos(k[mu] * b)) / b for mu in range(4))
    assert np.allclose(T, formula, atol=1e-11)
    breaking = np.linalg.norm(split_taste(T)[1], 2)
    assert np.allclose(chiral @ T + T @ chiral, 0, atol=1e-11)
    broken = singlet_chiral @ T + T @ singlet_chiral
    assert abs(np.linalg.norm(broken, 2) - 2 * breaking) < 1e-10
    levels = np.linalg.eigvalsh(1j * T)
    s = levels[-1]
    assert np.ptp(levels[8:]) < 1e-10 and np.ptp(levels[:8]) < 1e-10
    assert abs(s - np.sqrt(np.sum(np.sin(k * a) ** 2)) / a) < 1e-10
    shift = np.diag([np.exp(1j * a * np.dot(k, A)) for A in corners])
    improved = rotate(shift.conj() @ M @ shift)
    target = sum(1j * gamma[mu] * np.sin(k[mu] * a) / a for mu in range(4))
    assert np.allclose(improved, np.kron(target, one4), atol=1e-11)
    E = euclidean_energy(p, a, mass)
    assert len(E) == 8 and np.max(abs(E - E.mean())) < 1e-7
    E_mean = E.mean().real
    pole = np.arcsinh(np.sqrt(np.sum(np.sin(a * p) ** 2)
                              + (a * mass) ** 2)) / a
    assert abs(E_mean - pole) < 1e-7
    rows.append((a, breaking, s, E_mean, len(E)))

coarse, fine = rows[-2], rows[-1]
breaking_ratio = coarse[1] / fine[1]
eigen_ratio = (coarse[2] - k_abs) / (fine[2] - k_abs)
energy_ratio = (coarse[3] - E0) / (fine[3] - E0)
assert abs(breaking_ratio - 2) < 0.02
assert abs(eigen_ratio - 4) < 0.04 and abs(energy_ratio - 4) < 0.08
assert abs(fine[1] / (fine[0] * quartic) - 1) < 0.01
assert abs((fine[2] - k_abs) / (eigen_slope * fine[0] ** 2) - 1) < 0.01
assert abs((fine[3] - E0) / (energy_slope * fine[0] ** 2) - 1) < 0.02

# would-be doubler at the edge of the reduced zone
a_edge = 0.2
edge = rotate(corner_matrix([-1, 1, 1, 1], a_edge, 0.0))
edge_singlet = np.linalg.norm(split_taste(edge)[0], 2)
edge_gap = np.min(abs(np.linalg.eigvalsh(1j * edge)))
assert edge_singlet < 1e-12 and abs(edge_gap - 1 / a_edge) < 1e-10

print("4^4 lattice, spacing a; eigenvalues in units of 1/a")
print("spin diagonalization with random 3x3 unitary links:")
print(f"   largest matrix-element error {diag_error:.1e}")
print(f"zero modes, naive free operator: {naive_zeros}")
print(f"zero modes, staggered free operator: {stag_zeros}")
print("uniform link phases (rad):", *twist)
print(f"random link phases: uniform within +-{noise_width} rad")
print(f"largest quartet spread, no noise: {free_spread.max():.1e} /a")
print(f"smallest quartet spread, noise: {noisy_spread.min():.5f} /a")
print(f"mean quartet spread, noise: {noisy_spread.mean():.5f} /a")
print(f"hypercube form on 6^4 sites: largest error {block_error:.1e}")
print("Example: energies and momenta in m, lengths in 1/m")
print("k =", *k, "m ; p = first three components")
print(f"|k| = {k_abs:.6f} m")
print(f"sqrt(sum k^4) = {quartic:.6f} m^2")
print(f"continuum energy E0 = {E0:.6f} m")
for a, breaking, s, E_mean, count in rows:
    print(f"a = {a:.2f} /m: taste-breaking norm = {breaking:.6f} m")
    print(f"   leading estimate a*sqrt(sum k^4) = {a * quartic:.6f} m")
    print(f"   massless eigenvalue s = {s:.6f} m, s-|k| = {s - k_abs:.6f} m")
    print(f"   energy E = {E_mean:.6f} m, E-E0 = {E_mean - E0:.6f} m")
    print(f"   leading estimate of E-E0 = {energy_slope * a * a:.6f} m")
    print(f"   equal decaying solutions: {count}")
print("Ratios between a = 0.10 /m and a = 0.05 /m:")
print(f"   taste-breaking norm {breaking_ratio:.4f}")
print(f"   s-|k| {eigen_ratio:.4f} ; E-E0 {energy_ratio:.4f}")
print(f"Zone edge k1 = pi/b, a = {a_edge} /m:")
print(f"   taste-singlet part {edge_singlet:.1e} m")
print(f"   gap from taste-breaking part {edge_gap:.6f} m")
print("all good")
```

It prints:

```
4^4 lattice, spacing a; eigenvalues in units of 1/a
spin diagonalization with random 3x3 unitary links:
   largest matrix-element error 0.0e+00
zero modes, naive free operator: 64
zero modes, staggered free operator: 16
uniform link phases (rad): 0.11 0.17 0.23 0.31
random link phases: uniform within +-0.2 rad
largest quartet spread, no noise: 1.0e-14 /a
smallest quartet spread, noise: 0.00936 /a
mean quartet spread, noise: 0.02206 /a
hypercube form on 6^4 sites: largest error 1.4e-15
Example: energies and momenta in m, lengths in 1/m
k = 0.6 0.3 -0.4 0.5 m ; p = first three components
|k| = 0.927362 m
sqrt(sum k^4) = 0.475184 m^2
continuum energy E0 = 1.268858 m
a = 0.40 /m: taste-breaking norm = 0.187083 m
   leading estimate a*sqrt(sum k^4) = 0.190074 m
   massless eigenvalue s = 0.920887 m, s-|k| = -0.006475 m
   energy E = 1.216826 m, E-E0 = -0.052032 m
   leading estimate of E-E0 = -0.057908 m
   equal decaying solutions: 8
a = 0.20 /m: taste-breaking norm = 0.094661 m
   leading estimate a*sqrt(sum k^4) = 0.095037 m
   massless eigenvalue s = 0.925740 m, s-|k| = -0.001622 m
   energy E = 1.254788 m, E-E0 = -0.014069 m
   leading estimate of E-E0 = -0.014477 m
   equal decaying solutions: 8
a = 0.10 /m: taste-breaking norm = 0.047471 m
   leading estimate a*sqrt(sum k^4) = 0.047518 m
   massless eigenvalue s = 0.926956 m, s-|k| = -0.000406 m
   energy E = 1.265265 m, E-E0 = -0.003593 m
   leading estimate of E-E0 = -0.003619 m
   equal decaying solutions: 8
a = 0.05 /m: taste-breaking norm = 0.023753 m
   leading estimate a*sqrt(sum k^4) = 0.023759 m
   massless eigenvalue s = 0.927260 m, s-|k| = -0.000101 m
   energy E = 1.267955 m, E-E0 = -0.000903 m
   leading estimate of E-E0 = -0.000905 m
   equal decaying solutions: 8
Ratios between a = 0.10 /m and a = 0.05 /m:
   taste-breaking norm 1.9985
   s-|k| 3.9995 ; E-E0 3.9783
Zone edge k1 = pi/b, a = 0.2 /m:
   taste-singlet part 0.0e+00 m
   gap from taste-breaking part 5.000000 m
all good
```
